Mean Energy of Nondegenerate Carriers in a Gaussian Trap Band

Suppose that the traps of an insulating film are spread in energy about a centre 0.80 eV below the band edge, and that trapped carriers are taken to sit at that centre. With a spread of 0.08 eV, an attempt rate of 10¹³ s⁻¹ and a temperature of 378 K, the release time comes out as 10⁻¹³ s × exp(0.80/0.032586) = 4.6 ms. A carrier at the true mean energy needs 1.9 s, about 400 times longer. The reverse inference can fail as well: if the carriers re-equilibrate at each temperature and the attempt rate is constant, the thermal slope of the release rate is 0.996 eV, and reading it as the depth of the centre misplaces the trap band by 0.2 eV. Both errors come from ignoring how carriers distribute themselves within the band.

**The statement and its conventions**

Energies E are those of electrons, counted upward from the centre of the trap band; for holes the picture is mirrored. The share of sites per unit energy is

g(E) = exp(−E²/2σ²) / (σ√(2π)), ∫ g dE = 1.

There are N sites and n carriers per unit volume, and c = n/N. The width σ and the centre do not depend on temperature T. Carriers do not interact, except that a site holds at most one. They are nondegenerate: the sites on which they mostly sit are mostly empty. Then in equilibrium

⟨E⟩ = −σ²/(k_BT),

and the occupied distribution is again a Gaussian of width σ. It is convenient to write x = E/(k_BT), s = σ/(k_BT) and β = 1/(k_BT), so that the claim reads ⟨x⟩ = −s².

**First derivation: equilibrium statistics**

A site that holds zero or one carrier, in contact with a reservoir of Fermi level μk_BT, is filled with probability

f(x) = 1/(1 + e^(x−μ)).

If the carrier has two spin states, the factor 2 is absorbed in μ, which then exceeds the true value by ln 2. Where f ≪ 1, the 1 in the denominator can be dropped:

f ≈ e^(μ−x).

The density of carriers in energy is proportional to g f. In the variable x the site distribution is exp(−x²/2s²)/(s√(2π)), so the exponent of the product, apart from μ, is −x²/2s² − x. Completing the square gives

−x²/2s² − x = −(x² + 2s²x)/2s²
= −[(x + s²)² − s⁴]/2s²
= −(x + s²)²/2s² + s²/2.

The first term is a Gaussian centred at x = −s² with width s. The second is a constant and drops out of every average. The normalized occupied distribution is therefore

p(x) = exp[−(x + s²)²/2s²] / (s√(2π)),

with mean −s² and variance s². Multiplying the mean by k_BT gives ⟨E⟩ = −σ²/(k_BT).

The constant fixes the Fermi level. Integrating over all sites, c = e^μ e^(s²/2), so that

μk_BT = k_BT ln c − σ²/(2k_BT).

Disorder lowers the Fermi level by half as much as it lowers the mean energy. The single-carrier partition function per site, Z = ∫ g e^(−βE) dE = e^(σ²β²/2), confirms the result: −∂ ln Z/∂β = −σ²β.

The shift is a compromise. Going deeper raises the Boltzmann factor by the same ratio for each step in energy, while the number of sites falls ever faster. The two balance where d ln g/dE = β, that is, −E/σ² = β, which is E = −σ²β.

**Second derivation: trapping and release**

Now no occupation formula is assumed. A carrier sits in a trap, is released thermally to the band, moves, and is trapped again. Let P(E,t) be the distribution of trapped carriers. The assumptions are these:

1. Nearly all traps are empty and equally likely to capture, so recaptured carriers are distributed over energy as g(E).
2. Release is thermally activated over the distance to the band edge, which lies Δ above the centre: e(E) = ν exp[−(Δ − E)/(k_BT)], with attempt rate ν.
3. The number of carriers in the band is negligible, so the rate of recapture equals the total rate of release R = ∫ e P dE.

Gain minus loss gives

∂P/∂t = g(E) R(t) − e(E) P(E,t).

Integrating over E gives R − R = 0, so the number of carriers is conserved. In the stationary state the right side vanishes at each energy:

P(E) = R g(E)/e(E).

The mean follows without evaluating a Gaussian integral. Take the logarithmic derivative of P. Since d ln g/dE = −E/σ² and d ln e/dE = 1/(k_BT),

dP/dE = −[E/σ² + 1/(k_BT)] P.

Integrate over all energies. The left side is zero because P vanishes at both ends, and P is normalized to one, so

0 = −⟨E⟩/σ² − 1/(k_BT), or ⟨E⟩ = −σ²/(k_BT).

For the width, multiply by E before integrating. Integration by parts turns the left side into −∫ P dE = −1:

−1 = −⟨E²⟩/σ² − ⟨E⟩/(k_BT).

Solving with the known mean gives ⟨E²⟩ = σ² + σ⁴/(k_BT)², and subtracting ⟨E⟩² leaves the variance σ².

This route also gives the release rate. Normalizing P = R g/e requires 1/R = ∫ (g/e) dE = ν⁻¹ e^(βΔ) Z, hence

R = ν exp(−βΔ − σ²β²/2).

At a given temperature the mean rate is that of a trap at −σ²/(2k_BT), not at the mean energy, because shallow traps release most readily. Its thermal slope, with ν, Δ and σ fixed and P stationary at each temperature, is

−d ln R/dβ = Δ + σ²β,

which is the distance from the mean energy to the band edge. This is the slope quoted at the start. If ν itself varies as T², as detailed balance requires for a parabolic band and a fixed capture cross-section, the slope gains a further 2k_BT, or 0.065 eV at 378 K. It grows on cooling, so a plot of ln R against 1/T is curved. If the temperature instead changes too fast for P to follow, P keeps its earlier stationary form. Since eP = Rg there, the initial slope is ∫ (Δ − E) e P dE / R = ∫ (Δ − E) g dE = Δ, the depth of the centre itself.

**What each derivation assumes**

Both need the Gaussian shape, a fixed σ, noninteracting carriers and low filling. Beyond that they differ.

The first assumes that equilibrium has been reached, and says nothing of how or when. It applies whatever the path between sites, provided that carriers can exchange between them. Because it starts from f, it can also be corrected for degeneracy.

The second assumes a mechanism and yields a time scale. Thermal equilibrium enters through the release rate. Its first assumption is stricter than the stationary state requires: if capture and release are both multiplied by the same function of energy, their ratio, and so P, is unchanged. A factor that speeds up release equally for all traps also cancels from the normalized P, so the result can survive a steady current in a field. It does not survive a factor that depends on depth. If release varied as exp[γE/(k_BT)], the same integration would give ⟨E⟩ = −γσ²/(k_BT).

**When carriers are not dilute enough**

An infinite Gaussian has sites below any Fermi level, and these are filled, so f ≪ 1 cannot hold everywhere. The useful measure is an average. From the definition of f follows the identity f = e^(μ−x)(1 − f). Integrated over the sites it gives

c = e^(μ+s²/2) (1 − D), D = ∫ p f dx,

where D is the occupancy averaged over the shifted Gaussian p. Multiplying the identity by x + s² first, and using ∫ p (x + s²) dx = 0,

⟨x⟩ + s² = −∫ p (x + s²) f dx / (1 − D).

Since f falls with x, the integral is negative and the mean moves up. By the Cauchy–Schwarz inequality and f² ≤ f, the integral is at most s√D in size, so the shift is at most s√D/(1 − D). Nondegenerate therefore means D ≪ 1.

For very low filling, put f ≈ e^(μ−x) in the integral. The factor e^(−x) moves the Gaussian a further s² down, where x + s² averages to −s², and contributes the weight e^(3s²/2). With e^μ ≈ c e^(−s²/2),

⟨x⟩ + s² ≈ s² c e^(s²).

The next term of f, −e^(2(μ−x)), changes this by a relative amount of order 2c e^(2s²), which must be small. For s = 1.5 and c = 10⁻⁵ a numerical solution with full Fermi statistics gives a shift of 2.131×10⁻⁴ k_BT, against 2.135×10⁻⁴ k_BT from the formula.

On cooling at fixed c, the predicted mean would meet the Fermi level when −s² = ln c − s²/2, or s² = 2 ln(1/c). By then the formula is no longer accurate: for c = 10⁻⁵ the true mean lies about 4 k_BT, or 18%, above it. In the opposite limit, k_BT ≫ σ, carriers fill the band almost evenly and the mean approaches the centre.

**A low-k film between copper lines**

Take σ = 0.08 eV, Δ = 0.80 eV, N = 10¹⁸ cm⁻³, n = 10¹³ cm⁻³ and ν = 10¹³ s⁻¹. At 378.15 K, a hot interconnect, k_BT = 32.586 meV, and

⟨E⟩ = −(0.080 eV)²/(0.032586 eV) = −0.196 eV = −19 kJ/mol.

Here s = 2.455. Half of the carriers lie below this energy, on 0.7% of the sites. At 300 K, k_BT = 25.852 meV and the mean is −0.248 eV, with half of the carriers on 0.1% of the sites.

Full Fermi statistics gives −0.1958 eV at 378 K, 0.6 meV above the formula, and −0.243 eV at 300 K, a change of 2%. Here c e^(2s²) is 1.7 even at the higher temperature, so the leading correction is not reliable and the numerical values are used. The shift reaches 10% of the formula's value at n = 2.3×10¹⁵ cm⁻³ at 378 K, but already at 3.5×10¹⁴ cm⁻³ at 300 K.

Time matters more. A trap at the mean energy releases in

t = ν⁻¹ exp[(Δ + σ²/(k_BT))/(k_BT)] = 10⁻¹³ s × exp(0.9964/0.032586) = 1.9 s

at 378 K, and in 4.0×10⁴ s, or 11 hours, at 300 K. Integrating the rate equation from carriers spread evenly over the sites leads to the predicted mean at both temperatures. After the release time just given, the mean has covered 78% and 81% of the way. Reaching 95% takes about 60 s at 378 K and 2.1×10⁶ s, some 24 days, at 300 K. These times are for the dilute limit. At the chosen density, filling makes the final shift at 300 K 2% smaller, and 95% of this smaller shift is reached in about half the time. The delay comes from deeper traps: with R constant, the departure of P(E) from its final value decays as exp(−e(E)t), and a trap one σ below the mean is slower by e^s, a factor of 12 at 378 K and 22 at 300 K. In fact R falls while the deep traps fill, so this is only a guide.

The deep tail matters too. If no sites lie below −3σ, the shifted Gaussian is cut at a = s − 3 widths from its own centre. With φ and Φ the standard normal density and distribution, and ∫ uφ(u) du = φ(a) from a to infinity,

⟨x⟩ = −s² + s φ(a)/[1 − Φ(a)].

The mean becomes −0.16 eV at 378 K and −0.18 eV at 300 K, instead of −0.20 and −0.25 eV. A Gaussian fitted near its centre is thus not enough to fix the mean energy.

A small sample brings scatter. For M random sites with weights w = e^(−x), the mean departs from −s² by about Σ w(x + s²)/(MZ). In the average of w²(x + s²)², the factor w² moves the Gaussian to −2s² and contributes e^(2s²), while (x + s²)² averages to s² + s⁴. Dividing by MZ² = M e^(s²) gives the variance e^(s²)(s² + s⁴)/M, valid when small. In 400 random samples of 20,000 sites with s = 1.2 the spread was 0.0271 k_BT, against 0.0272 from this law. For lines 50 nm apart, 100 nm high and 1 cm long, M = 5×10⁷, and this law gives 0.6 meV at 378 K and 4 meV at 300 K. Both values, printed below as site scatter, are overestimates, and the second is far too high. The law rests mainly on sites near −2σ²/(k_BT), which is −0.50 eV at 300 K. These lie below the Fermi level and hold at most one carrier each, whereas the Boltzmann factor would put more than ten on each. They are also so rare that a sample of this size contains on average only 0.015 sites at or below this energy. The 500 carriers add a thermal scatter of σ/√500 = 3.6 meV. Counting all M sites assumes that every site is supplied with carriers, for example from the electrodes. Exchange along the line is far too slow: 1 cm in random steps of 10 nm takes 10¹² releases, thousands of years at 378 K. A carrier confined to fewer sites misses the deep tail, and its mean energy lies higher. With 1,000 sites it reaches on average about 93% of the formula's shift at 378 K and 85% at 300 K.

**How far the model fits a real film**

The numbers are meant for a porous organosilicate film of relative permittivity 2.7 at 0.25 MV/cm. They are rough model values; the width, depth and density of traps in such films depend on processing and are not well known. The carrier density is deliberately low. The charge on the electrodes, εF/(qL) for field F and gap L, corresponds to 7×10¹⁶ carriers per cm³, so strong injection could fill the film far beyond the 10% limits above. Low filling is then the first assumption to break, and the mean lies above the formula by more than 10%. At the chosen density, the unscreened Coulomb energy at the bulk mean carrier distance of 460 nm is about 1 meV, small beside k_BT; in the narrow gap the 500 carriers are strung out over 1 cm and lie farther apart still. At 7×10¹⁶ cm⁻³ it would be about 22 meV, close to k_BT, and interactions could no longer be ignored.

The relaxation times found above hold only for carriers that stay in the film. In the stationary state at 378 K a carrier is released once every 1/R = 94 ms on average, so 60 s contain more than 600 releases. A drift of only 0.1 nm per release would then carry it across the 50 nm gap. The time spent in the band per release is the band share times 1/R, about 1.3×10⁻¹² s, so this drift needs a band mobility of only about 0.03 cm²/(V s). Even without bias, a mobility of 0.1 cm²/(V s) lets carriers diffuse to an electrode in about 50 s. If the anode blocked them instead, they would gather within k_BT/(qF), about 1 nm, at a local density near 4×10¹⁴ cm⁻³, and filling would make the shift smaller by about 2% at 378 K and 8% at 300 K. Unless the mobility is very low or the contacts block, carriers must therefore be replaced from the electrodes. If the supply is steady, the stationary form P = Rg/e is still reached, but only after the deep traps have filled, which takes about as long as the relaxation above. Without any supply, the shallow traps empty first and the mean moves down.

The field also changes the release rate. If a trap is charged when empty, the potential energy −q²/(4πεr) − qFr has its maximum at r² = q/(4πεF), where it equals −q√(qF/(πε)). This Poole–Frenkel lowering is 0.23 eV here. For escape straight along the field, it would speed up release by about 1,200 times at 378 K and 7,600 times at 300 K. In other directions the barrier is lowered less or not at all, and if all directions are tried equally, the average factors are only about 150 and 750. These values use the permittivity 2.7, but a fast escape sees the smaller high-frequency value; with 2.0 the lowering is 0.27 eV and the factors are three to four times larger. They would be the same for all traps and so leave the mean where it is. The estimate requires isolated charged traps, with their charge compensated elsewhere in the film. If all the traps here were charged when empty, they would not be isolated: the maximum lies 4.6 nm from the trap, and the nearest other trap is on average only 5.5 nm away. The lowering would then vary from trap to trap, and the speed-up given is only a rough guide. For traps neutral when empty the estimate does not apply.

Tunnelling could spoil the common factor, since its rate depends on depth differently. For an effective mass of half the electron mass, the exponent for direct tunnelling from the mean energy through the triangular barrier is 192 at 378 K, and that for tunnelling between traps at their mean spacing of 10 nm is 72. The triangle is 0.996 eV/(qF) = 40 nm wide, so for most traps it is cut off by the anode; from the middle of the gap the exponent is about 150. The exponent for thermal release is 31. Prefactors are left out, and so is the scatter in trap distances. In a random arrangement the nearest neighbour is on average only 0.55 times the mean spacing away, which lowers the trap-to-trap exponent in proportion, to about 40. That is still above the thermal exponent at 378 K, while at 300 K the two are about equal. This comparison uses a flat barrier and so fits traps neutral when empty. For traps charged when empty, the two Coulomb wells make the barrier lower and narrower: along the line between traps 5.5 nm apart and without the field, the exponents for tunnelling and for passing over the barrier are about 24 and 22 at 378 K, and 25 and 29 at 300 K. A hop to a shallower trap also costs energy, which favours thermal release, although the field can supply part of it, up to 0.14 eV over 5.5 nm. But some traps have a neighbour much closer than the average, so tunnelling within close pairs cannot be excluded at either temperature. Nor can tunnelling into the electrodes: at 72 per 10 nm, the exponent falls to the thermal value of 31 about 4 nm from an electrode, and traps nearer than that may exchange carriers with it directly. Denser traps favour tunnelling further. So do higher fields if the traps are neutral when empty. If they are charged when empty, the field also lowers the barrier for thermal release, which can offset the gain for hops between traps. The remaining values, including the Fermi levels and the share of carriers in the band, are in the numerical output below. That share counts two spin states in the band but only one per trap; with two in both it is half as large.

Calculated quantities

```
sigma = 0.080 eV; centre below band edge = 0.80 eV
traps = 1.0e+18 cm^-3; carriers = 1.0e+13 cm^-3
carriers per trap = 1.0e-05; attempt rate = 1.0e+13 1/s
field = 0.25 MV/cm; permittivity = 2.7
effective mass = 0.50 electron masses
line gap, height = 50, 100 nm; length = 1 cm
traps in sample = 5.00e+07; carriers = 500
mean trap spacing = 10.00 nm
Coulomb energy at mean carrier distance = 1.15 meV
Poole-Frenkel lowering = 0.231 eV
density matching electrode charge = 7.46e+16 cm^-3
thermal scatter of sample mean = 3.58 meV
test samples: spread 0.0271, law 0.0272 (kB T)
test degeneracy shift: 2.1313e-04, leading 2.1347e-04 (kB T)
--- T = 378.15 K: kB T = 32.586 meV, s = 2.4550
mean energy: formula -0.19640, integral -0.19640 eV
mean energy, Fermi statistics = -0.19583 eV
Fermi level: formula -0.4734, numerical -0.4733 eV
mean occupancy D = 3.30e-03; 10% shift at 2.28e+15 cm^-3
share of sites below the mean energy = 7.044e-03
mean energy, no sites below -3 sigma = -0.1575 eV
kinetics: final mean energy = -0.19640 eV
release time at mean energy = 1.90e+00 s
share of final mean reached by then = 0.780
time to 95% of final mean = 6.0e+01 s
Poole-Frenkel speed-up of release = 1.2e+03
site scatter of sample mean = 0.61 meV
carriers in band per trapped carrier = 1.3e-11
release barrier = 0.9964 eV; exponent = 30.6
tunnelling exponents: to band 192, trap to trap 72
--- T = 300.00 K: kB T = 25.852 meV, s = 3.0945
mean energy: formula -0.24756, integral -0.24756 eV
mean energy, Fermi statistics = -0.24267 eV
Fermi level: formula -0.4214, numerical -0.4206 eV
mean occupancy D = 3.11e-02; 10% shift at 3.52e+14 cm^-3
share of sites below the mean energy = 9.856e-04
mean energy, no sites below -3 sigma = -0.1788 eV
kinetics: final mean energy = -0.24756 eV
release time at mean energy = 3.97e+04 s
share of final mean reached by then = 0.808
time to 95% of final mean = 2.1e+06 s
Poole-Frenkel speed-up of release = 7.6e+03
site scatter of sample mean = 4.42 meV
carriers in band per trapped carrier = 2.7e-15
release barrier = 1.0476 eV; exponent = 40.5
tunnelling exponents: to band 207, trap to trap 74
```
